How a scavenging electrode sets the neutral oxygen-vacancy formation energy, part 2

A thin oxide film, the host, touches an electrode. We ask what a neutral oxygen vacancy deep in the film costs when the removed atom goes into a metal M that oxidises readily (the scavenging electrode), compared with an inert electrode and O₂ gas. Vacancies are dilute and do not interact. Surface, interface and strain energies are neglected.

G is the Gibbs free energy, T the temperature and k the Boltzmann constant. The term g_v is G of the host with one vacancy at a given site minus G of the perfect host. The electrode holds N_M metal and N_O oxygen atoms and has free energy G_R. Its oxygen chemical potential is the slope

μ_O = ∂G_R/∂N_O.

The vacancy formation free energy and the vacant fraction c of oxygen sites obey

E_f = g_v + μ_O,
c/(1 − c) = x = exp(−E_f/kT).

Pure M has free energy g_M per atom, and oxide M_aᵢO_bᵢ has gᵢ per formula unit, also written g(MO) for MO, and so on. While metal remains, metal and oxide buffer μ_O at

μ_O = minᵢ [gᵢ − aᵢ g_M]/bᵢ.

For the selected oxide M_aO_b, with free energy g_ox,

E_f(M) = g_v + (g_ox − a g_M)/b.

With an inert electrode and O₂ at pressure p,

E_f(inert) = g_v + μ_O° + ½ kT ln(p/p°),

where μ_O° is half the chemical potential of O₂ at T and standard pressure p°. The equivalent oxygen pressure of the buffered electrode is

p_eq = p° exp[2(μ_O − μ_O°)/kT].

The choice of energy zero does not affect E_f. In the form

E_f(M) = [g_v + μ_O°] + Δg_ox/b,

with Δg_ox = g_ox − a g_M − b μ_O°, an error in the O₂ energy cancels if both terms use the same gas energy. Energies below are in eV, some also in hartree.

## A worked case and the limits of the buffer

The results carried over are these. The free energy g_v is that of the host with one neutral vacancy minus that of the perfect host, μ_O is the oxygen chemical potential, and E_f = g_v + μ_O. The vacant fraction c of oxygen sites obeys c/(1 − c) = exp(−E_f/kT). A metal M with free energy g_M per atom, coexisting with its oxides M_aᵢO_bᵢ of free energy gᵢ, fixes μ_O at the smallest value of (gᵢ − aᵢg_M)/bᵢ. An inert electrode in O₂ at pressure p gives μ_O = μ_O° + ½ kT ln(p/p°), where μ_O° belongs to the standard pressure p°.

For a worked case I take round model parameters, which do not stand for a named material. Electronvolts are used because they are the natural unit for defect energies. The zeros of energy are the pure metal M, the pure host cation A, and half an O₂ molecule at zero temperature. Entropies of the solids are neglected. The temperature is 600 K, so kT = 0.0517 eV. The vacancy term is g_v = 6.40 eV. The gas has μ_O° = −T × 0.0010 eV/K = −0.60 eV, and its pressure is 0.20 of the standard pressure.

With the inert electrode,

μ_O = −0.60 + ½ × 0.0517 × ln 0.20 = −0.64 eV,
E_f(inert) = 6.40 − 0.64 = 5.76 eV = 0.212 hartree.

The pressure term contributes only −0.04 eV. The vacant fraction is about 10^(−48.4), so a neutral vacancy in equilibrium is practically absent from any film.

The metal M has three oxides, M₂O, MO and MO₂, with energies −4.40, −4.80 and −9.00 eV per formula unit. Since g_M = 0, dividing by the number of oxygen atoms gives

M₂O: −4.40 eV, MO: −4.80 eV, MO₂: −4.50 eV per oxygen atom.

The smallest value belongs to MO. Beside the scavenging electrode, therefore,

μ_O = −4.80 eV,
E_f(M) = 6.40 − 4.80 = 1.60 eV = 0.0588 hartree.

The electrode has changed the formation energy by 1.60 − 5.76 = −4.16 eV, or −0.153 hartree. The vacant fraction rises to about 10^(−13.4), an increase by 35 powers of ten. It is still small, so the assumption of dilute vacancies holds. It is also far too small to describe a conducting region: a cell with ten million oxygen sites would hold fewer than 10⁻⁶ vacancies on average, and a vacant fraction of one percent at this temperature would need E_f = kT ln 99 = 0.24 eV. With these parameters the equilibrium population of isolated neutral vacancies does not account for switching. The model gives the shift in the cost of a vacancy, and leaves out the field, the local heating, the charge states and the clustering that act in a working cell. The equivalent oxygen pressure is about 10^(−70.6) of the standard pressure. No gauge could register it, and at such a value the mean number of gas molecules in any vessel is far below one. It is a way of stating a chemical potential, and the oxygen exchange does not have to pass through the gas.

The choice of oxide matters here. MO₂ has the lowest energy per formula unit and holds the most oxygen, but it cannot coexist with the metal, because

MO₂ + M → 2 MO

changes the energy by 2 × (−4.80) + 9.00 = −0.60 eV. Pairing M with MO₂ anyway would give μ_O = −4.50 eV and E_f = 1.90 eV. The error of 0.30 eV makes the vacant fraction too small by the factor exp(0.30/0.0517), about 330. M₂O fails as well: its decomposition into M and MO changes the energy by −4.80 + 4.40 = −0.40 eV. The minimum rule was tested on 40 random sets of oxides against the slope of the numerically minimised electrode energy, and it agreed to better than 10⁻⁶ eV.

The formation energy itself was tested without putting in a chemical potential. Host, electrode and gas share a fixed amount of oxygen in a closed box. All ways of dividing it among the three are summed with their Boltzmann weights, the electrode being given its lowest energy for each oxygen content. The vacant fraction found in this way gives back E_f to better than 10⁻⁶ eV. The cancellation of the O₂ energy can be seen too. Raising that energy by 0.40 eV per oxygen atom shifts E_f(inert) by 0.40 eV and leaves E_f(M) unchanged. These results appear in the numerical output.

The buffer lasts only while metal remains and oxygen passes freely between it and the film. A layer of MO that separates the two and conducts oxygen slowly can present to the film any μ_O in the range where MO is stable, even with metal left behind it. Full equilibrium is assumed in what follows. The film itself supplies little oxygen through its dilute vacancies, but oxygen leaking in from outside can convert all of M into MO. After that, further oxygen forms MO₂. To find the new μ_O, let μ_M be the chemical potential of the metal atoms, which is no longer equal to g_M because the pure metal phase is gone. A formula unit of each oxide present is in equilibrium with its constituents:

μ_M + μ_O = g(MO),
μ_M + 2μ_O = g(MO₂).

Subtracting the first line from the second gives

μ_O = g(MO₂) − g(MO) = −9.00 + 4.80 = −4.20 eV.

It must still be shown that no other phase would lower the energy. Suppose that two numbers μ_M and μ_O satisfy aμ_M + bμ_O ≤ g for every phase, with a metal atoms, b oxygen atoms and energy g per formula unit. Multiplying by the amount x of each phase and adding gives, for any mixture,

Σ x g ≥ μ_M Σ x a + μ_O Σ x b = μ_M N_M + μ_O N_O.

The right side depends only on the numbers of atoms, and a mixture made of phases for which equality holds reaches it. Such a mixture is therefore an equilibrium state. In the present case μ_M = −4.80 + 4.20 = −0.60 eV. For the pure metal the condition reads −0.60 ≤ 0, which is true. For M₂O it reads 2 × (−0.60) − 4.20 = −5.40 ≤ −4.40, also true. MO and MO₂ are indeed the equilibrium pair.

With the metal used up, E_f = 6.40 − 4.20 = 2.20 eV. The chemical potential has risen in a step of 0.60 eV, and vacancies have become more expensive by the same amount. Within each two-phase range μ_O stays constant, so a slow uptake of oxygen has no effect on E_f until a phase disappears. The closed-box sum confirms this second value as well. Once MO₂ alone is left, no phase in this model can take up more oxygen, and μ_O rises until something else, such as the surrounding gas, fixes it.

A second limit comes from the host. A strong scavenger may do more than create isolated vacancies: it may reduce the host to another phase. Let the host be AO_y, with free energy g(AO_y) per A atom, and let AO_z be a phase with less oxygen, z < y, where z = 0 is the element A. The conversion releases y − z oxygen atoms to the electrode:

AO_y → AO_z + (y − z) O(electrode).

Its free-energy change is g(AO_z) + (y − z)μ_O − g(AO_y). The host resists this reaction if the change is positive. Since y − z is positive, dividing by it keeps the direction of the inequality, and

μ_O > [g(AO_y) − g(AO_z)]/(y − z).

This must hold for every lower phase, so the largest of the right-hand sides is the limit. It is assumed that M and A form no common compound or alloy, which could make the host less stable than this estimate.

In the worked case the host is AO₂ with energy −11.00 eV, and there is a suboxide AO with −5.80 eV. The two balances are

AO₂ with A: (−11.00 − 0)/2 = −5.50 eV,
AO₂ with AO: (−11.00 + 5.80)/1 = −5.20 eV.

The limit is −5.20 eV and is set by the suboxide. The electrode M with μ_O = −4.80 eV lies above it, and the host survives.

Now replace M by a stronger metal X, whose only oxide XO has energy −5.40 eV, measured from pure X. This lies between the two balances. A comparison with the element A alone would suggest that the host is safe, since

AO₂ + 2X → A + 2XO

costs −10.80 + 11.00 = +0.20 eV. But the reaction

AO₂ + X → AO + XO

changes the energy by −5.80 − 5.40 + 11.00 = −0.20 eV and proceeds. It stops at the suboxide, because AO + X → A + XO costs −5.40 + 5.80 = +0.40 eV. A joint minimisation over all phases, with X in excess, turns ten units of AO₂ into ten units of AO; with M in excess all ten units of AO₂ remain. (The entry −0.0 in the output means zero.)

Inserting μ_O = −5.40 eV in the vacancy formula would still give E_f = 1.00 eV, a positive number that shows no sign of trouble. The reason is that E_f refers to one vacancy in an otherwise intact host lattice. Reduction to AO removes many oxygen atoms together and lets the remaining atoms take up a different structure. At the limit μ_O = −5.20 eV, removing an oxygen atom by this collective route costs nothing, while an isolated vacancy still costs 6.40 − 5.20 = 1.20 eV. For this host, then, no scavenger can bring E_f below 1.20 eV in equilibrium without destroying the host first. A positive formation energy is not evidence that the host is stable, and the phase balance has to be checked separately.

A third limit concerns the metal phase, so far taken as pure. Some metals dissolve a good deal of oxygen before an oxide appears. As a simple model, let m metal atoms offer m interstitial sites, of which N_O are occupied by oxygen atoms that do not interact. Each contributes an energy e_s. With θ = N_O/m, and with Stirling's approximation ln n! ≈ n ln n − n for the number of arrangements, the free energy of the solution is

G_s = m g_M + N_O e_s + kT[N_O ln N_O + (m − N_O) ln(m − N_O) − m ln m].

The linear terms of Stirling's formula have cancelled. Differentiating with respect to N_O at fixed m gives ln N_O + 1 − ln(m − N_O) − 1 from the bracket. Differentiating with respect to m at fixed N_O gives ln(m − N_O) + 1 − ln m − 1. Hence

μ_O = e_s + kT ln[θ/(1 − θ)],
μ_M = g_M + kT ln(1 − θ).

Dissolved oxygen lowers the chemical potential of the metal atoms below g_M. When the solution is saturated and coexists with MO, μ_M + μ_O = g(MO). In the sum the two terms with ln(1 − θ) cancel, leaving g_M + e_s + kT ln θ_s = g(MO), or

θ_s = exp{[g(MO) − g_M − e_s]/kT}.

For non-interacting oxygen this requires e_s > g(MO) − g_M, since θ_s must be less than one. The buffered chemical potential is g(MO) − μ_M, that is

μ_O = g(MO) − g_M − kT ln(1 − θ_s).

The last term is positive. Dissolution therefore raises the buffered μ_O above the value for a pure metal and makes the electrode a weaker scavenger at saturation. The reason in this model is configurational entropy. Each metal atom in the solution brings an interstitial site, which adds to the number of ways of arranging the dissolved oxygen. Turning the atom into oxide gives up this entropy, so the gain is smaller.

With e_s = −4.70 eV, the exponent is (−4.80 + 4.70)/0.0517, and θ_s = 0.145. The correction is −0.0517 × ln(1 − 0.145) = 0.008 eV, giving μ_O = −4.79 eV and E_f = 1.61 eV. Even with one oxygen atom for every seven metal atoms, the pure-metal formula is off by less than 0.01 eV in this case. The correction is small because it contains kT times the logarithm of 1 − θ_s, which is still close to one. It grows as θ_s approaches one. Once μ_O reaches −4.20 eV, MO₂ appears before MO and the formula for saturation with MO no longer applies. For still lower e_s the condition is μ_M + 2μ_O = g(MO₂), which with θ close to one gives μ_O ≈ g(MO₂) − g_M − e_s, for example −4.10 eV at e_s = −4.90 eV. The smallness of the correction at moderate θ_s also depends on the oxygen atoms not interacting. A repulsion energy ½wθ² per metal atom adds wθ to μ_O and −½wθ² to μ_M, and it allows saturation with MO even when e_s lies below g(MO) − g_M. With e_s = −5.30 eV and w = 2 eV, θ_s is 0.33 and the correction is 0.13 eV. For a metal with a large oxygen solubility the pure-metal formula should therefore not be assumed accurate to 0.01 eV.

Before saturation there is no oxide and no buffer. At θ = 0.05,

μ_O = −4.70 + 0.0517 × ln(0.05/0.95) = −4.85 eV,

and E_f = 1.55 eV. The unsaturated metal scavenges more strongly than the saturated one, and μ_O now varies with the oxygen content. Both values were tested against the slope of the directly minimised free energy of solution and oxide. As θ tends to zero, μ_O falls without limit in this model. A metal that is initially free of oxygen thus lies below any host limit at first, and in equilibrium it takes oxygen from the host until θ has risen enough. How much oxygen this needs depends on the amount of metal, so the thickness of the electrode matters before saturation, whereas in the buffered range it only determines how long the buffer lasts.

The same chemical potential enters the formation energy of a charged vacancy. If the vacancy has charge +Q in units of the elementary charge, Q electrons have been handed to the electron reservoir, and a term Qμ_e is added, where μ_e is the electron chemical potential on the energy scale used for the host. Scavenging again contributes the shift in μ_O, but replacing the electrode may also move μ_e relative to the bands of the film. The total change then depends on the charge state and on the position in the film. For the neutral vacancy this second contribution is absent, and the change is simply the difference in μ_O between the two oxygen reservoirs.

Calculated quantities

```
temperature: 600 K;  kT: 0.05170 eV
vacancy term g_v: 6.40 eV
gas entropy per O atom: 0.0010 eV/K
ambient O2 pressure / standard pressure: 0.20
M2O: energy -4.40 eV per formula, -4.40 eV per O
MO: energy -4.80 eV per formula, -4.80 eV per O
MO2: energy -9.00 eV per formula, -4.50 eV per O
host phase A: energy 0.00 eV per formula
host phase AO: energy -5.80 eV per formula
host phase AO2: energy -11.00 eV per formula
standard mu_O of gas: -0.6000 eV
mu_O, inert electrode: -0.6416 eV
mu_O, M with MO: -4.8000 eV
E_f, inert electrode: 5.7584 eV = 0.21162 hartree
E_f, M with MO: 1.6000 eV = 0.05880 hartree
change of E_f: -4.1584 eV = -0.15282 hartree
log10 vacancy fraction, inert: -48.37
log10 vacancy fraction, M with MO: -13.44
log10 equivalent O2 pressure ratio, M with MO: -70.56
E_f if MO2 is wrongly paired with M: 1.9000 eV
vacancy fraction too small by factor: 331
metal used up, MO with MO2: mu_O -4.2000 eV, E_f 2.2000 eV
mu_O at which AO2 and A balance: -5.5000 eV
mu_O at which AO2 and AO balance: -5.2000 eV
lowest mu_O the host survives: -5.2000 eV
E_f at that limit: 1.2000 eV
stronger metal X: mu_O -5.4000 eV, formal E_f 1.0000 eV
10 AO2 after contact with M: 10.0 AO2, -0.0 AO left
10 AO2 after contact with X: 0.0 AO2, 10.0 AO left
energy of dissolved O, e_s: -4.70 eV
saturated O per metal atom: 0.1446
saturated metal: mu_O -4.7919 eV, E_f 1.6081 eV
unsaturated metal, O per metal atom: 0.05
unsaturated: mu_O -4.8522 eV, E_f 1.5478 eV
O2 energy error tried: 0.40 eV
  shift of E_f, inert electrode: 0.4000 eV
  shift of E_f, M with MO: 0.0000 eV
random oxide sets tested: 40
minimum rule, largest error below 1e-6 eV: True
closed-box sum, largest error below 1e-6 eV: True
```
